# Weibull-Plot Slope for Two Independent Failure Mechanisms Acting on Every Capacitor: a numerical check

```python
"""
Two independent Weibull mechanisms act on every capacitor; the first failure counts.
Result under test: on the Weibull plot W = ln(-ln(1-F)) against ln N the slope is
    m = (b1*H1 + b2*H2)/(H1 + H2),   H_i = (N/eta_i)**b_i,
and it rises strictly from the smaller shape to the larger one.
N: cycles, F: failed fraction, b_i: Weibull shape, eta_i: characteristic life (cycles),
H_i: cumulative hazard, w_i = H_i/(H1+H2): cumulative-hazard weight.
"""
import numpy as np
import mpmath as mp
from scipy.optimize import brentq
from scipy.constants import k as k_boltzmann, e as e_charge

mp.mp.dps = 300   # late failed fractions differ from 1 by less than 1e-200

# rough typical values for a 10 nm hafnium zirconium oxide capacitor
b1, eta1 = 0.7, 4e9      # weak spots
b2, eta2 = 2.5, 1e8      # wear-out
example = ((b1, eta1), (b2, eta2))
swapped = ((3.0, 1e6), (1.2, 1e7))


def plot_height(x, mechanisms):
    """Weibull-plot ordinate from the probability that at least one mechanism fails."""
    cycles = mp.exp(x)
    fa, fb = [1 - mp.exp(-(cycles / eta) ** b) for b, eta in mechanisms]
    failed = fa + fb - fa * fb
    return mp.log(-mp.log(1 - failed))


def numeric_slope(cycles, mechanisms=example, order=1):
    return float(mp.diff(lambda x: plot_height(x, mechanisms), mp.log(cycles), order))


def hazards(cycles, mechanisms=example):
    return [(cycles / eta) ** b for b, eta in mechanisms]


def formula_slope(cycles, mechanisms=example):
    ha, hb = hazards(cycles, mechanisms)
    return (mechanisms[0][0] * ha + mechanisms[1][0] * hb) / (ha + hb)


def failed_fraction(cycles):
    return -np.expm1(-sum(hazards(cycles)))


def life_at(fraction):
    return np.exp(brentq(lambda x: np.log(failed_fraction(np.exp(x)) / fraction),
                         0.0, np.log(1e10), xtol=1e-12))


# slope, curvature, bounds and strict rise, for both orderings of the shapes
for mechanisms, last in ((example, 1.2e9), (swapped, 7e6)):
    grid = np.geomspace(10.0, last, 30)
    slopes = np.array([numeric_slope(n, mechanisms) for n in grid])
    bends = np.array([numeric_slope(n, mechanisms, 2) for n in grid])
    ha, hb = hazards(grid, mechanisms)
    shapes = [mechanisms[0][0], mechanisms[1][0]]
    assert np.allclose(slopes, formula_slope(grid, mechanisms), rtol=1e-11)
    assert np.allclose(bends, ha * hb / (ha + hb) ** 2 * (shapes[0] - shapes[1]) ** 2,
                       rtol=1e-9, atol=1e-14)
    assert np.all(np.diff(slopes) > 0)
    assert min(shapes) < slopes[0] and slopes[-1] < max(shapes)
    assert slopes[0] - min(shapes) < 1e-6 and max(shapes) - slopes[-1] < 0.01

# equal shapes: constant slope
equal = ((1.5, 1e6), (1.5, 1e7))
assert all(abs(numeric_slope(n, equal) - 1.5) < 1e-12 for n in (1e2, 1e5, 1e7))

# crossover and width of the bend, located on the numerical slope
gap = b2 - b1
n_cross = (eta2 ** b2 / eta1 ** b1) ** (1 / gap)


def find_rise(part):
    return np.exp(brentq(lambda x: numeric_slope(np.exp(x)) - b1 - part * gap,
                         np.log(1e4), np.log(1e9), xtol=1e-11))


n10, n50, n90 = [find_rise(p) for p in (0.1, 0.5, 0.9)]
assert abs(n50 / n_cross - 1) < 1e-8
assert abs(n90 / n10 / 81 ** (1 / gap) - 1) < 1e-8

# instantaneous hazards: harmonic mean holds, arithmetic mean does not
rate1, rate2 = [float(mp.diff(lambda n, b=b, eta=eta: (n / eta) ** b, mp.mpf(n_cross)))
                for b, eta in example]
harmonic = (rate1 + rate2) / (rate1 / b1 + rate2 / b2)
wrong_mean = (b1 * rate1 + b2 * rate2) / (rate1 + rate2)
slope_cross = numeric_slope(n_cross)
assert abs(harmonic - slope_cross) < 1e-10
assert abs(wrong_mean - slope_cross) > 0.1
share2 = b2 * 0.5 / slope_cross   # both weights are one half at the crossover

# random lifetimes
rng = np.random.default_rng(7)
samples = 1_000_000
life1 = eta1 * rng.weibull(b1, samples)
life2 = eta2 * rng.weibull(b2, samples)
life = np.minimum(life1, life2)


def agrees(observed, expected, count):
    """Five standard errors of a binomial fraction."""
    return abs(observed - expected) < 5 * np.sqrt(expected * (1 - expected) / count)


for n in (2e5, n_cross, eta2):
    assert agrees(np.mean(life < n), failed_fraction(n), samples)
window = np.abs(np.log(life / n_cross)) < 0.03
share2_sampled = np.mean(life2[window] < life1[window])
assert agrees(share2_sampled, share2, window.sum())

# tenfold area: ten independent tiles, the weakest one decides
f_cross = failed_fraction(n_cross)
f_cross_area = -np.expm1(-10 * sum(hazards(n_cross)))
tile_first = life.reshape(-1, 10).min(axis=1)
assert agrees(np.mean(tile_first < n_cross), f_cross_area, samples // 10)

# straight-line extrapolation from the median
target = 1e-3
n_median, n_target = life_at(0.5), life_at(target)
slope_median = numeric_slope(n_median)
height_drop = np.log(np.log1p(-target) / np.log(0.5))
n_tangent = n_median * np.exp(height_drop / slope_median)
assert n_tangent > n_target

# mixed population: each capacitor has one mechanism only
weak_part, weak_eta = 0.05, 1e6
x_mix = np.linspace(np.log(1e3), np.log(3e8), 2000)
n_mix = np.exp(x_mix)
f_mix = (-weak_part * np.expm1(-(n_mix / weak_eta) ** b1)
         - (1 - weak_part) * np.expm1(-(n_mix / eta2) ** b2))
slope_mix = np.gradient(np.log(-np.log1p(-f_mix)), x_mix)
i_mix = int(np.argmin(slope_mix))
assert slope_mix[i_mix] < min(b1, b2) - 0.1

# neglected: life factor shared by both mechanisms (thickness and temperature spread)
voltage, thickness_nm = 3.0, 10.0
field = voltage / thickness_nm * 10            # V/nm to MV/cm
field_factor = 8.0                             # cm/MV, ln(life) lost per field
thickness_spread = 0.01
temperature, temperature_spread, activation = 358.0, 1.0, 0.7   # K, K, eV
s_thick = field_factor * field * thickness_spread
s_temp = activation * e_charge / (k_boltzmann * temperature ** 2) * temperature_spread
s_total = np.hypot(s_thick, s_temp)
z = np.linspace(-10, 10, 2001) * s_total
z_weight = np.exp(-0.5 * (z / s_total) ** 2)
z_weight /= z_weight.sum()


def smeared_fraction(cycles):
    return float(np.sum(z_weight * failed_fraction(cycles * np.exp(z))))


smeared_life = life * np.exp(-s_total * rng.standard_normal(samples))
for n in (n_cross, eta2, 2e8):
    assert agrees(np.mean(smeared_life < n), smeared_fraction(n), samples)


def smeared_slope(cycles, step=1e-3):
    up, down = [np.log(-np.log1p(-smeared_fraction(cycles * np.exp(d))))
                for d in (step, -step)]
    return (up - down) / (2 * step)


n_smear = np.geomspace(1e5, 4e8, 400)
m_smear = np.array([smeared_slope(n) for n in n_smear])
i_smear = int(np.argmax(m_smear))
assert 0 < i_smear < len(n_smear) - 1
assert m_smear[-1] < m_smear[i_smear] - 0.05

# neglected: wake-up, limiting case of no damage in the first cycles
n_wake = 1e4
slope_wake = float(mp.diff(lambda x: plot_height(mp.log(mp.exp(x) - n_wake), example),
                           mp.log(n_target)))
assert abs(slope_wake - formula_slope(n_target - n_wake)
           * n_target / (n_target - n_wake)) < 1e-10

# neglected: self-heating, rectangular loop, heated disk on silicon
polarization, coercive, frequency = 20.0, 1.0, 1e5    # uC/cm2, MV/cm, Hz
radius_um, k_silicon = 25.0, 120.0                    # um, W/(m K)
loss = 4 * polarization * 1e-2 * coercive * 1e8 * thickness_nm * 1e-9   # J/m2 per cycle
heat_flux = loss * frequency                          # W/m2
heating = heat_flux * radius_um * 1e-6 / k_silicon
# centre temperature from an explicit sum over heated rings
edges = np.linspace(0, radius_um * 1e-6, 2001)
mid = 0.5 * (edges[1:] + edges[:-1])
ring_power = heat_flux * np.pi * (edges[1:] ** 2 - edges[:-1] ** 2)
assert abs(np.sum(ring_power / (2 * np.pi * k_silicon * mid)) / heating - 1) < 1e-9

print(f"weak spots: shape {b1}, characteristic life {eta1:.1e} cycles")
print(f"wear-out: shape {b2}, characteristic life {eta2:.1e} cycles")
print("cycles | failed fraction (%) | wear-out weight | slope")
for n in (1e4, 1e6, 1e7, n_cross, 5e7, 1e8, 3e8):
    h1, h2 = hazards(n)
    print(f"{n:.3e} | {100 * failed_fraction(n):.4g} | {h2 / (h1 + h2):.4f}"
          f" | {numeric_slope(n):.4f}")
print(f"crossover: {n_cross:.4e} cycles")
print(f"each cumulative hazard at crossover: {hazards(n_cross)[0]:.5f}")
print(f"failed fraction at crossover: {100 * f_cross:.3f} %")
print(f"curvature of plot at crossover: {numeric_slope(n_cross, order=2):.4f}")
print(f"10 % and 90 % of slope rise at: {n10:.3e} and {n90:.3e} cycles")
print(f"ratio of these cycle counts: {n90 / n10:.3f}")
print(f"harmonic mean, instantaneous weights, at crossover: {harmonic:.4f}")
print(f"arithmetic mean, instantaneous weights (wrong): {wrong_mean:.4f}")
print(f"wear-out share of failures occurring at crossover: {share2:.4f}")
print(f"same share from random lifetimes: {share2_sampled:.3f}")
print(f"failed fraction at crossover, tenfold area: {100 * f_cross_area:.2f} %")
print(f"failures expected before crossover among 50: {50 * f_cross:.2f}")
print(f"chance of none among 50: {100 * (1 - f_cross) ** 50:.2f} %")
print(f"median life: {n_median:.3e} cycles, slope there {slope_median:.4f}")
print(f"true life at 0.1 % failed: {n_target:.3e} cycles")
print(f"tangent estimate at 0.1 % failed: {n_tangent:.3e} cycles")
print(f"overestimate of life: factor {n_tangent / n_target:.1f}")
print(f"mixed population: weak part {100 * weak_part:.0f} %, shape {b1},"
      f" life {weak_eta:.0e} cycles")
print(f"its smallest slope: {slope_mix[i_mix]:.3f} at {n_mix[i_mix]:.2e} cycles")
print(f"voltage {voltage} V, thickness {thickness_nm} nm, field {field:.1f} MV/cm")
print(f"field acceleration {field_factor} cm/MV,"
      f" thickness spread {100 * thickness_spread:.0f} %")
print(f"temperature {temperature:.0f} K, spread {temperature_spread:.0f} K,"
      f" activation energy {activation} eV")
print(f"spread of ln(life): thickness {s_thick:.3f}, temperature {s_temp:.3f},"
      f" total {s_total:.3f}")
for name, n in (("0.1 % life", n_target), ("crossover", n_cross), ("1e8 cycles", 1e8)):
    print(f"slope at {name}: ideal {numeric_slope(n):.4f}, smeared {smeared_slope(n):.4f}")
print(f"largest smeared slope: {m_smear[i_smear]:.3f} at {n_smear[i_smear]:.2e} cycles")
print(f"smeared slope at {n_smear[-1]:.1e} cycles: {m_smear[-1]:.3f}")
print(f"wake-up without damage: {n_wake:.0e} cycles, slope at 0.1 % life {slope_wake:.4f}")
print(f"loop: {polarization:.0f} uC/cm2, {coercive:.0f} MV/cm, {frequency:.0e} Hz")
print(f"disk radius {radius_um:.0f} um, silicon conductivity {k_silicon:.0f} W/(m K)")
print(f"loop heating: {heat_flux * 1e-4:.2f} W/cm2, temperature rise {heating:.4f} K")
print("every check passed")
```

Printed output:

```
weak spots: shape 0.7, characteristic life 4.0e+09 cycles
wear-out: shape 2.5, characteristic life 1.0e+08 cycles
cycles | failed fraction (%) | wear-out weight | slope
1.000e+04 | 0.01198 | 0.0000 | 0.7000
1.000e+06 | 0.3015 | 0.0033 | 0.7060
1.000e+07 | 1.808 | 0.1733 | 1.0119
2.382e+07 | 5.389 | 0.5000 | 1.6000
5.000e+07 | 20.01 | 0.7916 | 2.1249
1.000e+08 | 65.89 | 0.9297 | 2.3735
3.000e+08 | 100 | 0.9896 | 2.4814
crossover: 2.3822e+07 cycles
each cumulative hazard at crossover: 0.02770
failed fraction at crossover: 5.389 %
curvature of plot at crossover: 0.8100
10 % and 90 % of slope rise at: 7.028e+06 and 8.074e+07 cycles
ratio of these cycle counts: 11.489
harmonic mean, instantaneous weights, at crossover: 1.6000
arithmetic mean, instantaneous weights (wrong): 2.1063
wear-out share of failures occurring at crossover: 0.7812
same share from random lifetimes: 0.774
failed fraction at crossover, tenfold area: 42.53 %
failures expected before crossover among 50: 2.69
chance of none among 50: 6.27 %
median life: 8.296e+07 cycles, slope there 2.3277
true life at 0.1 % failed: 2.073e+05 cycles
tangent estimate at 0.1 % failed: 4.995e+06 cycles
overestimate of life: factor 24.1
mixed population: weak part 5 %, shape 0.7, life 1e+06 cycles
its smallest slope: 0.118 at 6.60e+06 cycles
voltage 3.0 V, thickness 10.0 nm, field 3.0 MV/cm
field acceleration 8.0 cm/MV, thickness spread 1 %
temperature 358 K, spread 1 K, activation energy 0.7 eV
spread of ln(life): thickness 0.240, temperature 0.063, total 0.248
slope at 0.1 % life: ideal 0.7004, smeared 0.7004
slope at crossover: ideal 1.6000, smeared 1.6633
slope at 1e8 cycles: ideal 2.3735, smeared 2.0093
largest smeared slope: 2.102 at 6.42e+07 cycles
smeared slope at 4.0e+08 cycles: 1.237
wake-up without damage: 1e+04 cycles, slope at 0.1 % life 0.7358
loop: 20 uC/cm2, 1 MV/cm, 1e+05 Hz
disk radius 25 um, silicon conductivity 120 W/(m K)
loop heating: 8.00 W/cm2, temperature rise 0.0167 K
every check passed
```
